# Why Born scattering fails for vacancies, and what potential misalignment does: a numerical check

```python
"""Vacancy scattering in graphene: Born approximation against T-matrix.

Result under test: a removed site scatters with T = -1/G0(E), whatever
energy is given to the orphan orbital, while the Born amplitude is U for an
on-site barrier and eps-2E for cut bonds. A constant misalignment Delta on
the Ns supercell sites acts as a false scatterer of strength W = Ns*Delta.
Symbols: t hopping (eV), a lattice constant (nm), G0 local Green function
(1/eV), V defect potential (eV), width = hbar/tau (eV), density = defects
per unit cell. Energies are measured from the Dirac point.
"""
import numpy as np
from scipy import constants as sc
from scipy import sparse
from scipy.optimize import brentq
from scipy.sparse.linalg import splu

t, a = 2.7, 0.246
fermi = 0.2
vacancies_cm2 = 1e12
temperature = 300.0
hbar = sc.hbar / sc.e
kT = sc.k * temperature / sc.e
cell_area = np.sqrt(3) / 2 * a**2
hv = np.sqrt(3) / 2 * t * a
density = vacancies_cm2 * 1e-14 * cell_area
lattice = np.array([[a, 0.0], [a / 2, np.sqrt(3) / 2 * a]])
eta = 2e-4


def structure(k1, k2):
    return -t * (1 + np.exp(-1j * k1) + np.exp(-1j * k2))


def scalar_green(z, nmax, points):
    """F(n1,n2): zone average of exp(ik.n)/(z^2-|f|^2), k2 done by residues."""
    k1 = 2 * np.pi * np.arange(points) / points
    g = 1 + np.exp(1j * k1)
    phase = np.exp(1j * np.angle(g))
    alpha = z * z - t**2 * (1 + abs(g)**2)
    beta = 2 * t**2 * abs(g)
    s = np.sqrt(alpha**2 - beta**2 + 0j)
    s = np.where(abs(alpha - s) > abs(alpha + s), -s, s)
    root = beta / (alpha + s)
    rows = np.r_[0:nmax + 1, -nmax:0]
    F = np.zeros((2 * nmax + 1, 2 * nmax + 1), complex)
    for n2 in range(-nmax, nmax + 1):
        F[:, n2] = np.fft.ifft(phase**n2 * root**abs(n2) / s)[rows]
    return F


def supercell_sites(L):
    n = np.arange(L) - L // 2
    n1, n2 = np.meshgrid(n, n, indexing="ij")
    sub = np.repeat([0, 1], L * L)
    return np.tile(n1.ravel(), 2), np.tile(n2.ravel(), 2), sub


def green_matrix(z, L, points=2**18):
    F = scalar_green(z, L, points)
    n1, n2, sub = supercell_sites(L)
    d1, d2 = n1[:, None] - n1, n2[:, None] - n2
    same = z * F[d1, d2]
    ab = -t * (F[d1, d2] + F[d1 - 1, d2] + F[d1, d2 - 1])
    ba = -t * (F[d1, d2] + F[d1 + 1, d2] + F[d1, d2 + 1])
    row, col = sub[:, None], sub[None, :]
    return np.where(row == col, same, np.where(row < col, ab, ba))


def honeycomb(L):
    """Periodic L x L lattice, all A sites first, then all B sites."""
    p = np.arange(L * L).reshape(L, L)
    A = np.tile(p.ravel(), 3)
    B = np.r_[p.ravel(), np.roll(p, 1, 0).ravel(), np.roll(p, 1, 1).ravel()]
    H = sparse.coo_matrix((-t * np.ones(3 * L * L), (A, B + L * L)),
                          shape=(2 * L * L, 2 * L * L)).tocsr()
    return (H + H.T).tocsr()


def bloch(k1, k2, L):
    """Upper-band Bloch states on the sites, normalized per unit cell."""
    n1, n2, sub = supercell_sites(L)
    f = structure(k1, k2)
    spinor = np.array([f / abs(f), np.ones_like(f)]) / np.sqrt(2)
    return np.exp(1j * (np.outer(n1, k1) + np.outer(n2, k2))) * spinor[sub]


def contour(E, m=48):
    """Constant-energy line around both valleys, with density-of-states weights."""
    K = np.linalg.solve(lattice, [2 * np.pi / 3, -2 * np.pi / 3])
    angle = 2 * np.pi * (np.arange(m) + 0.5) / m
    ray = np.array([np.cos(angle), np.sin(angle)])
    q = np.full(m, E / hv)
    for _ in range(30):
        k1, k2 = lattice @ (K[:, None] + q * ray)
        f = structure(k1, k2)
        df = 1j * t * (np.outer(lattice[0], np.exp(-1j * k1))
                       + np.outer(lattice[1], np.exp(-1j * k2)))
        v = (f.conj() * df).real / abs(f)
        radial = (v * ray).sum(0)
        q = q - (abs(f) - E) / radial
    k1, k2 = lattice @ (K[:, None] + q * ray)
    w = cell_area / (2 * np.pi)**2 * q / radial * 2 * np.pi / m
    return dict(k1=np.r_[k1, -k1], k2=np.r_[k2, -k2], w=np.r_[w, w],
                v=np.hstack([v, -v]), valley=np.repeat([0, 1], m), q=q,
                carriers=4 * np.sum(q**2 / 2) * 2 * np.pi / m / (2 * np.pi)**2)


def transport_width(amplitude2, c, defects):
    v, w = c["v"], c["w"]
    loss = ((v[:, :, None] - v[:, None, :])**2).sum(0) / 2
    return 2 * np.pi * defects * (w @ (amplitude2 * loss) @ w) / (w @ (v**2).sum(0))


def mobility(width, c):
    drift = c["w"] @ (c["v"]**2).sum(0)
    return drift / (cell_area * hbar * width * c["carriers"]) * 1e-14


def on_shell(matrix, psi):
    return psi.conj().T @ matrix @ psi


def t_matrix(V, G):
    return np.linalg.solve(np.eye(len(V)) - V @ G, V)


def cut_bonds(L, orphan_energy=0.0):
    """Difference of defect and pristine supercell Hamiltonians."""
    pristine = honeycomb(L).toarray()
    defect = pristine.copy()
    site = (L // 2) * (L + 1)
    defect[site, :] = 0
    defect[:, site] = 0
    defect[site, site] = orphan_energy
    return defect - pristine, site


# Lattice Green function against a direct two-dimensional zone sum
z_test = 0.2 + 0.05j
grid = 2 * np.pi * np.arange(1000) / 1000
q1, q2 = np.meshgrid(grid, grid, indexing="ij")
f_grid = structure(q1, q2)
G_test = green_matrix(z_test, 2, 4096)
n1, n2, sub = supercell_sites(2)
for i, j in [(0, 0), (0, 3), (1, 6), (6, 1), (7, 4)]:
    top = z_test if sub[i] == sub[j] else (f_grid if sub[i] == 0 else f_grid.conj())
    wave = np.exp(1j * (q1 * (n1[i] - n1[j]) + q2 * (n2[i] - n2[j])))
    direct = np.mean(wave * top / (z_test**2 - abs(f_grid)**2))
    assert abs(direct - G_test[i, j]) < 1e-6

# Working energy: Green function, density of states, low-energy form
L = 6
line = contour(fermi)
psi = bloch(line["k1"], line["k2"], L)
G = green_matrix(fermi + 1j * eta, L)
V_cut, vac = cut_bonds(L)
G00 = G[vac, vac]
spectral = (psi * line["w"]) @ psi.conj().T
assert np.max(abs((G - G.conj().T) / 2j + np.pi * spectral)) < 0.01 * abs(G00.imag)


def dirac_green(E):
    return (-2 * E / (np.sqrt(3) * np.pi * t**2) * np.log(3 * t / abs(E))
            - 1j * abs(E) / (np.sqrt(3) * t**2))


assert abs(dirac_green(fermi) - G00) < 0.02 * abs(G00)

# Born and exact amplitudes of the same vacancy, with several orphan energies
site_product = np.outer(psi[vac].conj(), psi[vac])
T_vac = -1 / G00
for orphan in (0.0, 5.0, 50.0):
    V, _ = cut_bonds(L, orphan)
    born = on_shell(V, psi)
    assert np.max(abs(born - (orphan - 2 * fermi) * site_product)) < 1e-8
    exact = on_shell(t_matrix(V, G), psi)
    assert np.max(abs(exact - T_vac * site_product)) < 1e-3 * abs(T_vac)
barrier = np.zeros_like(V_cut)
barrier[vac, vac] = 1e7
assert abs(t_matrix(barrier, G)[vac, vac] - T_vac) < 1e-4 * abs(T_vac)

# Convergence of the Born series
x = (fermi + 1j * eta) * G00
radius_formula = max(abs(1 - x + s * np.sqrt(-x * (1 - x))) for s in (1, -1))
radius_cut = max(abs(np.linalg.eigvals(G @ V_cut)))
assert abs(radius_cut - radius_formula) < 1e-4 and radius_cut > 1


def series_error(U, terms):
    full = U / (1 - U * G00)
    return abs(sum(U * (U * G00)**n for n in range(terms)) / full - 1)


assert series_error(10.0, 40) < 1e-6
assert series_error(50.0, 40) > series_error(50.0, 20) > 1


# Widths and mobilities for site scatterers
def site_width(T):
    return transport_width(abs(T * site_product)**2, line, density)


width_vac = site_width(T_vac)
mu_vac = mobility(width_vac, line)
assert abs(width_vac / (-density * T_vac.imag) - 1) < 0.01
assert abs(hv**2 / (hbar * fermi * width_vac) * 1e-14 / mu_vac - 1) < 0.02

# Self-energy from large lattices with randomly deleted sites
M, z_dis, per_sub, samples = 99, 0.3 + 0.08j, 5, 8
rng = np.random.default_rng(7)
H_big = honeycomb(M)
m1, m2 = np.meshgrid(np.arange(M), np.arange(M), indexing="ij")
kk1, kk2 = 2 * np.pi * m1.ravel() / M, 2 * np.pi * m2.ravel() / M
energies = abs(structure(kk1, kk2))
pick = np.argsort(abs(energies - z_dis.real))[:12]
waves = bloch(kk1[pick], kk2[pick], M) / M
mean_G = np.zeros(12, complex)
for _ in range(samples):
    gone = np.r_[rng.choice(M * M, per_sub, replace=False),
                 M * M + rng.choice(M * M, per_sub, replace=False)]
    keep = np.setdiff1d(np.arange(2 * M * M), gone)
    system = (z_dis * sparse.identity(len(keep)) - H_big[keep][:, keep]).tocsc()
    solver = splu(system, permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.01,
                  options=dict(SymmetricMode=True))
    mean_G += (waves[keep].conj() * solver.solve(waves[keep])).sum(0) / samples
sigma_lattice = np.mean(z_dis - energies[pick] - 1 / mean_G)
G_dis = z_dis * scalar_green(z_dis, 1, 4096)[0, 0]
sigma_T = -per_sub / M**2 / G_dis
# tolerance: finite sample number, finite lattice, second order in density
assert abs(sigma_lattice - sigma_T) < 0.15 * abs(sigma_T)


# Misalignment in the Born approximation
def born_ratio(c, size, U, shift):
    states = bloch(c["k1"], c["k2"], size)
    centre = states[(size // 2) * (size + 1)]
    clean = U * np.outer(centre.conj(), centre)
    shifted = clean + shift * states.conj().T @ states
    return (transport_width(abs(shifted)**2, c, 1.0)
            / transport_width(abs(clean)**2, c, 1.0))


slow = contour(0.02)
U_ref = 10.0
for size, shift in [(6, 0.05), (6, -0.3), (6, -U_ref / 72), (12, -U_ref / 288)]:
    r = 2 * size**2 * shift / U_ref
    assert abs(born_ratio(slow, size, U_ref, shift) - (1 + r / 4 + r * r / 8)) < 0.015
zero_mean = {s: born_ratio(line, s, U_ref, -U_ref / (2 * s * s))
             for s in (6, 12, 24, 48)}
assert abs(1 - zero_mean[48]) < 0.5 * abs(1 - zero_mean[6])

# Misalignment in the supercell T-matrix
shifted_results = []
for size in (6, 12):
    Gs = G if size == 6 else green_matrix(fermi + 1j * eta, size)
    states = bloch(line["k1"], line["k2"], size)
    Vs, _ = cut_bonds(size)
    for shift in (-0.1, 0.0, 0.1):
        W = Vs + shift * np.eye(len(Vs))
        amp = on_shell(t_matrix(W, Gs), states)
        unitarity = -np.diag(amp).imag - np.pi * (line["w"] @ abs(amp)**2)
        assert np.max(abs(unitarity)) < 0.02 * np.max(abs(np.diag(amp).imag))
        shifted_results.append((size, shift, mobility(transport_width(
            abs(on_shell(W, states))**2, line, density), line),
            mobility(transport_width(abs(amp)**2, line, density), line)))
assert abs(shifted_results[1][3] / mu_vac - 1) < 1e-3
assert abs(shifted_results[4][3] / mu_vac - 1) < 1e-3
assert shifted_results[1][2] > 10 * shifted_results[2][2]

# Sizes of neglected effects
V_near = V_cut.copy()
neighbours = np.flatnonzero(V_cut[vac])
V_near[neighbours, neighbours] += 1.0
mu_near = mobility(transport_width(abs(on_shell(t_matrix(V_near, G), psi))**2,
                                   line, density), line)
t_second = 0.1
z_hop = fermi + 0.03j
xi = -t_second * abs(f_grid)**2 / t**2
G_plain = np.mean(z_hop / (z_hop**2 - abs(f_grid)**2))
G_hop = np.mean((z_hop - xi) / ((z_hop - xi)**2 - abs(f_grid)**2))
hop_ratio = (-1 / G_hop).imag / (-1 / G_plain).imag

e = np.linspace(-1, 1, 20000)
de = e[1] - e[0]


def occupation(mu):
    return 1 / (1 + np.exp((e - mu) / kT))


chemical = brentq(lambda mu: np.sum(abs(e) * (occupation(mu) - (e < 0))) * de
                  - fermi**2 / 2, 0.0, 0.4)
occ = occupation(chemical)
thermal_ratio = (np.sum(occ * (1 - occ) / kT * abs(dirac_green(e))**2) * de
                 / abs(dirac_green(fermi))**2)

deformation, sound = 20.0, 2.0e4
stiffness = 2 * 12.011 * sc.atomic_mass * sound**2 / sc.e
spinors = bloch(line["k1"], line["k2"], 1)
# one-cell block: cell index zero, so these are the bare spinors
overlap2 = abs(spinors.conj().T @ spinors)**2
same_valley = line["valley"][:, None] == line["valley"]
width_ph = transport_width(deformation**2 * kT / stiffness * overlap2 * same_valley,
                           line, 1.0)
width_ph_dirac = fermi * deformation**2 * kT * cell_area / (4 * hv**2 * stiffness)
assert abs(width_ph / width_ph_dirac - 1) < 0.05

print(f"hopping t = {t} eV, lattice constant = {a} nm")
print(f"Fermi energy = {fermi} eV, hbar*v = {hv:.4f} eV nm")
print(f"carrier density = {line['carriers'] * 1e14:.3e} cm^-2")
print(f"vacancy density = {vacancies_cm2:.1e} cm^-2 = {density:.3e} per cell")
print(f"G0 lattice = {G00.real:.5f} {G00.imag:+.5f}i 1/eV")
gd = dirac_green(fermi)
print(f"G0 low-energy form = {gd.real:.5f} {gd.imag:+.5f}i 1/eV")
print(f"density of states per site and spin = {line['w'].sum() / 2:.5f} 1/eV")
print(f"vacancy T = {T_vac.real:.2f} {T_vac.imag:+.2f}i eV, |T| = {abs(T_vac):.2f} eV")
print(f"Born amplitude, cut bonds, orphan at 0 = {-2 * fermi:.2f} eV")
print(f"on-site series converges for |U| below {1 / abs(G00):.2f} eV")
print(f"largest |eigenvalue| of G0V, cut bonds = {radius_cut:.4f}")
print(f"vacancy width hbar/tau = {width_vac * 1e3:.3f} meV")
print(f"vacancy lifetime = {hbar / width_vac * 1e12:.4f} ps")
print(f"vacancy mobility, T-matrix = {mu_vac:.0f} cm2/Vs")
print("on-site U (eV): mobility Born, T-matrix (cm2/Vs)")
for U in (1.0, 10.0, -10.0, 100.0):
    print(f"  {U:6.0f}: {mobility(site_width(U), line):.4g}, "
          f"{mobility(site_width(U / (1 - U * G00)), line):.4g}")
print(f"random lattice: {samples} samples, {2 * per_sub} vacancies in {M * M} cells")
print(f"  at energy {z_dis.real} eV with broadening {z_dis.imag} eV")
print(f"  self-energy, lattice = {sigma_lattice.real * 1e3:.3f} "
      f"{sigma_lattice.imag * 1e3:+.3f}i meV")
print(f"  self-energy, T-matrix = {sigma_T.real * 1e3:.3f} "
      f"{sigma_T.imag * 1e3:+.3f}i meV")
print(f"  relative deviation = {abs(sigma_lattice / sigma_T - 1) * 100:.1f} %")
print("cell, Delta (eV), Ns*Delta (eV): mobility Born, T-matrix (cm2/Vs)")
for size, shift, mu_b, mu_t in shifted_results:
    print(f"  {size}x{size}, {shift:+.1f}, {2 * size**2 * shift:+.1f}: "
          f"{mu_b:.4g}, {mu_t:.4g}")
print(f"zero-mean alignment, on-site U = {U_ref:.0f} eV: Born rate ratio")
print(f"  6x6 at 0.02 eV: {born_ratio(slow, 6, U_ref, -U_ref / 72):.4f}")
for size, ratio in zero_mean.items():
    print(f"  {size}x{size} at {fermi} eV: {ratio:.4f}, "
          f"kF*length = {fermi / hv * size * a:.2f}")
print(f"neighbours shifted by 1 eV: mobility = {mu_near:.0f} cm2/Vs")
print(f"second-neighbour hopping {t_second} eV: rate ratio = {hop_ratio:.3f}")
print(f"300 K smearing: conductivity ratio = {thermal_ratio:.3f}")
print(f"300 K chemical potential = {chemical:.4f} eV, kT = {kT:.4f} eV")
print(f"phonon inputs: {deformation:.0f} eV, {sound / 1e3:.0f} km/s (rough)")
print(f"acoustic-phonon mobility at 300 K = {mobility(width_ph, line):.0f} cm2/Vs")
print(f"contour warping (max-min)/mean = {np.ptp(line['q']) / line['q'].mean() * 100:.2f} %")
print(f"kF times mean free path = {fermi / width_vac:.1f}")
print("no test failed")
```

Printed output:

```
hopping t = 2.7 eV, lattice constant = 0.246 nm
Fermi energy = 0.2 eV, hbar*v = 0.5752 eV nm
carrier density = 3.852e+12 cm^-2
vacancy density = 1.0e+12 cm^-2 = 5.241e-04 per cell
G0 lattice = -0.03736 -0.01590i 1/eV
G0 low-energy form = -0.03732 -0.01584i 1/eV
density of states per site and spin = 0.00505 1/eV
vacancy T = 22.66 -9.64i eV, |T| = 24.63 eV
Born amplitude, cut bonds, orphan at 0 = -0.40 eV
on-site series converges for |U| below 24.63 eV
largest |eigenvalue| of G0V, cut bonds = 1.0963
vacancy width hbar/tau = 5.044 meV
vacancy lifetime = 0.1305 ps
vacancy mobility, T-matrix = 4978 cm2/Vs
on-site U (eV): mobility Born, T-matrix (cm2/Vs)
       1: 3.019e+06, 3.25e+06
      10: 3.019e+04, 5.774e+04
     -10: 3.019e+04, 1.261e+04
     100: 301.9, 7536
random lattice: 8 samples, 10 vacancies in 9801 cells
  at energy 0.3 eV with broadening 0.08 eV
  self-energy, lattice = 7.487 -5.584i meV
  self-energy, T-matrix = 7.389 -5.555i meV
  relative deviation = 1.1 %
cell, Delta (eV), Ns*Delta (eV): mobility Born, T-matrix (cm2/Vs)
  6x6, -0.1, -7.2: 4.26e+05, 7394
  6x6, +0.0, +0.0: 1.887e+07, 4978
  6x6, +0.1, +7.2: 5.308e+05, 2930
  12x12, -0.1, -28.8: 3.341e+04, 6419
  12x12, +0.0, +0.0: 1.887e+07, 4978
  12x12, +0.1, +28.8: 3.547e+04, 2460
zero-mean alignment, on-site U = 10 eV: Born rate ratio
  6x6 at 0.02 eV: 0.8750
  6x6 at 0.2 eV: 0.8771, kF*length = 0.51
  12x12 at 0.2 eV: 0.8779, kF*length = 1.03
  24x24 at 0.2 eV: 0.8899, kF*length = 2.05
  48x48 at 0.2 eV: 0.9537, kF*length = 4.11
neighbours shifted by 1 eV: mobility = 983 cm2/Vs
second-neighbour hopping 0.1 eV: rate ratio = 0.582
300 K smearing: conductivity ratio = 0.979
300 K chemical potential = 0.1944 eV, kT = 0.0259 eV
phonon inputs: 20 eV, 20 km/s (rough)
acoustic-phonon mobility at 300 K = 30387 cm2/Vs
contour warping (max-min)/mean = 2.43 %
kF times mean free path = 39.6
no test failed
```
